# Why thinning a die can make a small hotspot hotter

**Q.** Heat made on the front of a die must cross the silicon to reach the coolant behind it. If I thin the die, that path gets shorter. How could a hotspot suffer?

**A.** The silicon has two jobs. It resists the flow towards the back, and it carries heat sideways, so that a larger area of back face takes part in the cooling. Thinning reduces both the resistance and the sideways conduction. To see which effect wins, we need a model in which both are calculated.

Let the die have thickness $t$ and constant conductivity $k$, and let it be much wider than the heated region. The front, $z=0$, carries the heat sources and is otherwise insulated. The back, $z=t$, loses a flux $h\theta$, where $\theta$ is the temperature rise above the coolant and $h$ is a uniform film coefficient standing for everything behind the die. Conditions are steady, and $h$ is held fixed when $t$ changes. The hotspot flux is

$$q(r)=q_p e^{-r^2/w^2},\qquad P=\pi w^2q_p .$$

**Q.** What temperature does that give?

**A.** Split the source into radial waves $J_0(\lambda r)$. For a wave of unit flux amplitude, $\theta=f(z)J_0(\lambda r)$, and Laplace's equation gives $f''=\lambda^2 f$. The boundary conditions are $-kf'(0)=1$ and $-kf'(t)=hf(t)$. The form

$$f(z)=C\left[k\lambda\cosh\lambda(t-z)+h\sinh\lambda(t-z)\right]$$

meets the second condition, since $f(t)=Ck\lambda$ and $f'(t)=-C\lambda h$. Define

$$N=k\lambda\cosh\lambda t+h\sinh\lambda t,\qquad D=k\lambda\sinh\lambda t+h\cosh\lambda t .$$

Then $f'(0)=-C\lambda D$, so the first condition gives $C=1/(k\lambda D)$. The front and back amplitudes are

$$Z\equiv f(0)=\frac{N}{k\lambda D},\qquad f(t)=\frac1D .$$

For $\lambda\to0$, $N\to\lambda(k+ht)$ and $D\to h$, so $Z\to 1/h+t/k$, the usual series resistance for uniform heating.

The Gaussian contains the waves with weight

$$\lambda\int_0^\infty r\,q(r)J_0(\lambda r)\,dr=\lambda\frac{q_pw^2}{2}e^{-\lambda^2w^2/4}=\frac{P}{2\pi}\lambda e^{-\lambda^2w^2/4}.$$

At the centre $J_0=1$, hence

$$\theta_{\rm peak}=\frac{P}{2\pi}\int_0^\infty \lambda e^{-\lambda^2w^2/4}Z(\lambda,t)\,d\lambda .$$

The weights and $Z$ are positive and $|J_0|\le1$, so no other point of the front face is hotter.

**Q.** Where in this formula are the two jobs of the silicon?

**A.** Add a layer of thickness $\delta$ to the back and ask what each of its properties does. First find how $Z$ responds to the load $h$. Since $\partial N/\partial h=\sinh\lambda t$ and $\partial D/\partial h=\cosh\lambda t$,

$$\frac{\partial Z}{\partial h}=\frac{D\sinh\lambda t-N\cosh\lambda t}{k\lambda D^2}
=\frac{k\lambda(\sinh^2\lambda t-\cosh^2\lambda t)}{k\lambda D^2}=-\frac1{D^2}.$$

If the layer conducts vertically only, $1/h$ becomes $1/h+\delta/k$, so the load changes by $-h^2\delta/k$ to first order. If it conducts laterally only and has no vertical resistance, it removes an extra flux $-k\delta\nabla^2\theta=k\delta\lambda^2\theta$, so the load changes by $+k\lambda^2\delta$. Together,

$$\frac{dZ}{dt}=\frac{h^2}{kD^2}-\frac{k\lambda^2}{D^2}=\frac{h^2-k^2\lambda^2}{kD^2}.$$

Direct differentiation agrees. With $dN/dt=\lambda D$ and $dD/dt=\lambda N$, it gives $(D^2-N^2)/(kD^2)$, and $D^2-N^2=h^2-k^2\lambda^2$.

Summing over the hotspot gives $d\theta_{\rm peak}/dt=V-S$, with

$$V=\frac{P}{2\pi}\int_0^\infty\lambda e^{-\lambda^2w^2/4}\frac{h^2}{kD^2}d\lambda,\qquad
S=\frac{P}{2\pi}\int_0^\infty\lambda e^{-\lambda^2w^2/4}\frac{k\lambda^2}{D^2}d\lambda .$$

Per unit thickness removed from the back, $V$ is the vertical saving and $S$ the spreading loss. Only $V-S$ is independent of this bookkeeping. If the layer is counted at the front instead, both parts are much larger (57.3 and 73.0 K instead of 0.9 and 16.6 K for the step worked out below) and their difference is the same. A wave with $\lambda<h/k$ gains from thinning and one with $\lambda>h/k$ loses, whatever the thickness.

**Q.** So how small must a hotspot be before thinning can hurt it?

**A.** Start with a very thin die. As $t\to0$, $D\to h$, and each wave has slope $(1-k^2\lambda^2/h^2)/k$. Because $-\lambda^2$ represents $\nabla^2$,

$$\left.\frac{d\theta}{dt}\right|_{t\to0}=\frac1k\left[q+\left(\frac kh\right)^2\nabla^2q\right].$$

At the centre of the Gaussian $\nabla^2q=-4q_p/w^2$, so the slope is

$$\frac{q_p}{k}\left(1-\frac{4k^2}{h^2w^2}\right).$$

It is negative when $w<2k/h$: the last stages of thinning then raise the peak. Strong cooling makes this threshold smaller, because heat that leaves easily has less need to spread.

**Q.** That is the thin limit. Could the peak rise and fall several times at ordinary thicknesses?

**A.** No. Write the slope as

$$M(t)=\int_0^\infty\mu(\lambda)\,(h^2-k^2\lambda^2)\,\frac{d\lambda}{D^2},\qquad \mu=\frac{P}{2\pi k}\lambda e^{-\lambda^2w^2/4}>0 .$$

The factor $1/D^2$ changes with thickness as

$$\frac{\partial}{\partial t}\ln\frac1{D^2}=-2g,\qquad g=\frac{\lambda N}{D}.$$

I first show that $g$ grows with $\lambda$.

- For $k\lambda<h$, the addition formula gives $N/D=\tanh[\lambda t+\operatorname{artanh}(k\lambda/h)]$. This grows with $\lambda$, and so does $g$.
- For $k\lambda>h$, $N/D=\coth y$ with $y=\lambda t+\operatorname{arcoth}(k\lambda/h)$. The second term of $y$ is positive and falls with $\lambda$, so $dy/d\lambda<t$ and
$$\frac{dg}{d\lambda}=\coth y-\frac{\lambda}{\sinh^2y}\frac{dy}{d\lambda}>\frac{\sinh y\cosh y-\lambda t}{\sinh^2y}>0,$$
because $\sinh y\cosh y>y>\lambda t$.

The two branches join at $k\lambda=h$, where $N/D=1$.

Now take $t_2>t_1$. The ratio $R(\lambda)=D^2(t_1)/D^2(t_2)$ falls with $\lambda$. Let $\lambda_0=h/k$. The factors $h^2-k^2\lambda^2$ and $R(\lambda)-R(\lambda_0)$ have the same sign on either side of $\lambda_0$, so their product is not negative. Therefore

$$M(t_2)=\int_0^\infty\mu\,(h^2-k^2\lambda^2)\frac{R(\lambda)}{D^2(t_1)}d\lambda>R(\lambda_0)M(t_1).$$

Once the slope is zero or positive, it is positive for every larger thickness. If $w\ge2k/h$, it starts that way, and thinning lowers the peak throughout. If $w<2k/h$, it starts negative and can change sign once at most.

**Q.** Does it change sign, and where?

**A.** Put $x=\lambda t$ and $b=ht/k$. Then $D=(k/t)(x\sinh x+b\cosh x)$, $h^2-k^2\lambda^2=(k/t)^2(b^2-x^2)$ and $\lambda\,d\lambda=x\,dx/t^2$, so

$$M=\frac{P}{2\pi kt^2}\int_0^\infty\frac{x(b^2-x^2)\,e^{-x^2w^2/4t^2}}{(x\sinh x+b\cosh x)^2}\,dx .$$

For a very thick die, $b\to\infty$ and the exponential tends to one. The integral becomes $\int_0^\infty x\,\mathrm{sech}^2x\,dx=[x\tanh x-\ln\cosh x]_0^\infty=\ln2$, which is positive. The sign does change, and a small hotspot has one best thickness $t^*$. Thinning towards $t^*$ helps; thinning below it hurts.

For a point source, $w\to0$, the exponential is again one and the zero depends on $b$ alone. Numerically it lies at $b=0.903$, so

$$t^*\to0.903\,\frac kh .$$

A wider Gaussian shifts weight towards small $\lambda$. By the same ordering argument, the slope at the old optimum becomes positive, so the new optimum is thinner. The point-source value is thus an upper limit on $t^*$ in this model.

**Q.** My whole chip is warm, too. Where does that heat enter?

**A.** A uniform background flux $q_0$ adds $q_0(1/h+t/k)$ to the temperature and $q_0/k$ to the slope. It is a wave with $\lambda=0$, so the proof of a single sign change still holds. More background makes the best thickness smaller. In the thin limit thinning still hurts if

$$q_p\left(\frac{4k^2}{h^2w^2}-1\right)>q_0 .$$

Otherwise thinning helps at all thicknesses.

**Q.** Give me numbers for a processor.

**A.** Take rough values for a silicon die on a good cold plate: $k=120$ W/(m K) and $h=5\times10^4$ W/(m² K). Then $k/h=2.40$ mm and the threshold $2k/h$ is 4.80 mm. Let the hotspot have $w=0.25$ mm and $P=2$ W, which means $q_p=1019$ W/cm², over a background of 50 W/cm².

| Thickness (µm) | Hotspot (K) | Background (K) | Total (K) |
|---:|---:|---:|---:|
| 775 | 19.0 | 13.2 | 32.2 |
| 400 | 20.7 | 11.7 | 32.4 |
| 200 | 25.4 | 10.8 | 36.2 |
| 100 | 34.7 | 10.4 | 45.1 |
| 25 | 70.8 | 10.1 | 80.9 |

Without background the best thickness is 2.16 mm, so each die in the table is already too thin for its hotspot. With background it is 572 µm. The first part of thinning from 775 µm therefore helps slightly, but by 400 µm the total has risen again to just above its starting value.

For the step from 775 to 100 µm, integrating $V$ and $S$ over the removed thickness gives the budget:

- The vertical saving for the hotspot is 0.9 K.
- The spreading loss is 16.6 K, so the hotspot rises by $16.6-0.9=15.7$ K.
- The background falls by $(5\times10^5)(675\times10^{-6})/120=2.8$ K.
- The peak rises by $15.7-2.8=12.9$ K.

The background would have to be 279 W/cm² to cancel the hotspot's rise. If the same 2 W is spread over $w=2$ mm, the peak falls by 2.1 K: its hotspot part still rises, by $2.8-2.1=0.7$ K, but the background saving is larger.

**Q.** Why does the table become so steep at the thin end?

**A.** For $\lambda t\ll1$ and $ht/k\ll1$, $N\approx k\lambda$ and $D\approx h+k\lambda^2t$, so $Z\approx1/(h+kt\lambda^2)$. This is a conducting sheet with spreading length $\sqrt{kt/h}$. At 100 µm, where the sheet picture is still only approximate for this hotspot, that length is $\sqrt{2.40\times0.10}=0.49$ mm, only about twice $w$, and it shrinks further with thinning. At zero thickness nothing spreads, and the hotspot rise reaches $q_p/h=1.019\times10^7/(5\times10^4)\approx204$ K.

**Q.** Has the split into vertical and lateral parts been tested separately?

**A.** Yes, by solving the heat equation on a finite-volume grid. The grid gives hotspot rises of 34.69 K at 100 µm and 19.00 K at 775 µm, against 34.69 and 18.99 K from the integral. A 0.2 µm layer was then added to the 100 µm die. When it conducted vertically only, the peak rose at 0.0045 K per µm of layer. When it conducted laterally with negligible vertical resistance, the peak fell at 0.1795 K/µm. The formulas give $V=0.0045$ and $S=0.1798$ K/µm.

**Q.** How far should I trust 12.9 K for a real package?

**A.** Treat it as a model result for a severe hotspot; 1 kW/cm² is high. The weakest assumption is the uniform film, because a real package often has a metal lid that also spreads heat. Replace the film by an interface layer of 8 mm² K/W, a 2 mm copper lid and a sink, with the total resistance to uniform heat unchanged. The hotspot then rises from 18.4 to 27.2 K, and the net penalty falls from 12.9 to about 6 K. The best thickness, with background, moves from 572 to 437 µm. Fine waves now spread in the lid and see mainly the interface resistance, so they depend less on the silicon. The result therefore depends strongly on the interface. At the same total resistance, 13 mm² K/W gives a net penalty of 9.8 K, while 3 mm² K/W gives $-0.5$ K, so this thinning step then helps slightly and the best thickness is 254 µm. The single-optimum proof does not cover this $\lambda$-dependent load.

The hotspot part is proportional to $P$. With the lid and the 8 mm² K/W interface its rise is $27.2-18.4=8.8$ K for 2 W, so the 2.8 K background saving balances it at $2\times2.8/8.8\approx0.64$ W, or a central flux near 330 W/cm². For a weaker hotspot of this width, the same thinning step lowers the peak.

The other steady-state corrections, taken with the uniform film, are smaller. A centred hotspot on a finite die of area (12 mm)² gives the same 12.9 K. Evaluating a rough $T^{-1.3}$ conductivity law at the coolant or peak temperature, with the same value for both thicknesses, gives 12.3 or 13.0 K. These are not bounds: the thin die runs hotter and so conducts worse. Solving with the temperature-dependent conductivity (120 W/(m K) at 350 K, coolant at 310 K) gives 13.5 K. Time matters more: heat needs roughly $\rho c t^2/k$ to cross the die, with $\rho c\approx1.7$ J/(cm³ K), which is about 0.14 ms at 100 µm and 8.5 ms at 775 µm. A pulse much shorter than 0.14 ms ends before the back face matters, and the steady penalty does not apply to it. At intermediate times the penalty can exceed the steady value, because the thin die stores less heat and warms faster. If hotspot and background are switched on together and the film has no heat capacity, the penalty is about 11 K after 1 ms and about 22 K after 6 to 10 ms, and it settles to 12.9 K only after many tens of milliseconds. The numerical output below lists the remaining values.

## Table of computed values

```
Die conductivity k: 120 W/(m K)
Film coefficient h: 50000 W/(m^2 K)
Hotspot radius w: 0.25 mm; power P: 2.0 W
Hotspot central flux: 1019 W/cm^2
Background flux: 50 W/cm^2
Length k/h: 2.40 mm; threshold 2k/h: 4.80 mm
Point-source number B: 0.9031; B k/h: 2.167 mm
Thickness um | hotspot K | background K | total K
   775 | 18.99 | 13.23 | 32.22
   400 | 20.70 | 11.67 | 32.37
   200 | 25.35 | 10.83 | 36.18
   100 | 34.69 | 10.42 | 45.11
    50 | 49.83 | 10.21 | 60.04
    25 | 70.77 | 10.10 | 80.88
Best thickness, hotspot alone: 2.158 mm
Best thickness, with background: 572 um
At 100 um: V = 0.00451 K/um, S = 0.17979 K/um
  same from one-way layers on grid: 0.00451, 0.17950 K/um
Grid peak at 100 um: 34.69 K; at 775 um: 19.00 K
Thinning from 775 um to 100 um:
  hotspot vertical saving: 0.91 K
  hotspot spreading loss: 16.62 K
  hotspot change: +15.71 K
  background change: -2.81 K
  net change of peak: +12.89 K
  break-even background flux: 279 W/cm^2
  net change, same power with w = 2 mm: -2.14 K
Neglected effects, same thinning step:
  lid model: interface 8.0, lid 5.13, sink 6.87 mm^2 K/W
  lid: 2 mm copper, 390 W/(m K)
  lid hotspot rise: 18.43 K at 775 um, 27.20 K at 100 um
  lid net change: +5.95 K
  lid best thickness with background: 437 um
  net change, finite die of area (12 mm)^2: +12.89 K
  k at coolant temperature 310 K: 141 W/(m K), net change +12.32 K
  k at peak temperature 355 K: 118 W/(m K), net change +12.96 K
  phonon mean free path (rough): 0.3 um; in-plane k loss at 100 um: 0.11 %
  heat capacity (rough): 1.7 J/(cm^3 K)
  diffusion time across 775 um: 8.5 ms
  film cooling time of 100 um die: 3.4 ms
```
